# Escape Lifetime of Inversion Electrons from the Gate Leakage Current

A voltage on the gate of a transistor holds a thin sheet of electrons, the inversion layer, against the insulator beneath the gate. If the insulator is about a nanometre thick, some of these electrons tunnel through it and appear as gate leakage. Suppose the sheet holds \(N=10^{13}\ \mathrm{cm^{-2}}\) electrons and the leakage is \(J=100\ \mathrm{A/cm^2}\). How long does an electron kept in the layer wait, on average, before it escapes through the gate?

## The estimate

Charges and currents are taken as positive magnitudes. The sheet charge is

\[
eN=(1.602\times10^{-19}\ \mathrm{C})(10^{13}\ \mathrm{cm^{-2}})=1.602\times10^{-6}\ \mathrm{C/cm^2}.
\]

Let \(1/\tau\) be the escape rate per electron. In a short time \(dt\) a fraction \(dt/\tau\) of the electrons escapes and carries the charge \(eN\,dt/\tau\) per unit area. The same charge is \(J\,dt\), so

\[
J=\frac{eN}{\tau},\qquad
\tau=\frac{eN}{J}=\frac{1.602\times10^{-6}\ \mathrm{C/cm^2}}{100\ \mathrm{C/(s\,cm^2)}}=1.6\times10^{-8}\ \mathrm{s}=16\ \mathrm{ns}.
\]

No property of the barrier has entered. What has entered is this:

- \(N\) and \(J\) refer to the same area and the same bias.
- The contacts replace each lost electron, so \(N\) is steady.
- The inversion electrons carry the whole leakage, and the return flow is negligible.

The result is not the time in which an isolated layer would drain. As such a layer loses charge, the field and the escape rate change.

## Several subbands, one lifetime

Confinement against the insulator splits the motion normal to it into levels, each the bottom of a subband. Let subband \(i\) hold the fraction \(p_i\) of the electrons, with escape lifetime \(\tau_i\). The currents add:

\[
J=eN\sum_i\frac{p_i}{\tau_i}
\quad\Longrightarrow\quad
\frac1\tau=\frac{J}{eN}=\sum_i\frac{p_i}{\tau_i}.
\]

Thus \(eN/J\) is the population-weighted harmonic mean of the lifetimes. Whether it is also the mean wait of one electron depends on scattering. Pick an electron at random and let \(S(t)\) be the probability that it is still present after a time \(t\). The mean wait is \(\int_0^\infty S\,dt\), because \(-dS/dt\) is the distribution of escape times and an integration by parts turns \(\int t(-dS/dt)\,dt\) into \(\int S\,dt\).

If scattering between subbands is much faster than escape, the electron keeps the probabilities \(p_iS\). Then

\[
\frac{dS}{dt}=-S\sum_i\frac{p_i}{\tau_i}=-\frac S\tau,\qquad S=e^{-t/\tau},\qquad \int_0^\infty S\,dt=\tau .
\]

Without such scattering each electron stays in its subband, \(S=\sum_ip_ie^{-t/\tau_i}\), and the mean wait is the arithmetic mean \(\sum_ip_i\tau_i\). This is longer whenever the occupied subbands have different lifetimes.

Both results are for an electron picked from those present at one moment. Counted from entry, the mean stay is \(eN/J\) with or without scattering, provided the populations are steady and the gate is the only exit. Without scattering, the short-lived subbands must be refilled more often, so short stays count more among the arrivals.

## What the barrier must do

The 16 ns can be traced to a rate of attempts and a chance of success. In this section \(\hbar=m_e=e=1\). The insulator begins at \(z=0\), and the channel lies at \(z<0\) with potential energy \(-Fz\), so a constant force \(F\) presses the electrons against the insulator.

**Attempts.** An electron of normal mass \(m\) and normal energy \(E\) leaves the interface with momentum \(p=\sqrt{2mE}\). The force turns it round and returns it with the opposite momentum after a time \(2p/F\). It therefore strikes the barrier at the rate

\[
f=\frac{F}{2p}.
\]

Quantum mechanics gives the same rate. In the channel \(\psi''=-k^2(z)\psi\) with \(k^2=2m(E+Fz)\), and for an opaque barrier \(\psi\) is real to leading order. Then

\[
\frac{d}{dz}\left[\psi'^2+k^2\psi^2\right]
=2\psi'\psi''+2k^2\psi\psi'+(k^2)'\psi^2
=2mF\psi^2,
\]

since the first two terms cancel. Integrate from \(-\infty\), where \(\psi\) vanishes, to the interface, and write \(P\) for the probability of being in the channel:

\[
\psi'(0)^2+p^2\psi(0)^2=2mFP .
\]

At the interface, match \(\psi\) and \(\psi'\) to the standing wave \(Ae^{ipz}+A^*e^{-ipz}\). Then \(\psi(0)=2\,\mathrm{Re}A\) and \(\psi'(0)=-2p\,\mathrm{Im}A\), so the left side equals \(4p^2|A|^2\). The incident flux is

\[
\frac pm|A|^2=\frac pm\,\frac{2mFP}{4p^2}=\frac{F}{2p}P=fP .
\]

The continuation into the barrier depends on \(\psi(0)\) and \(\psi'(0)\) alone, so a fraction \(T\) of this flux is transmitted, where \(T\) is the transmission for a plane wave. As \(P\) is close to one,

\[
\frac1{\tau_i}=f_iT_i .
\]

**Transmission.** Let the insulator have thickness \(t\), mass \(m_b\) and potential energy \(\phi-F_bz\). Inside it \(\kappa(z)=\sqrt{2m_bW}\), where \(W(z)=\phi-F_bz-E\) is the height still above the electron. Both \(\psi\) and \(\psi'/\text{mass}\) are continuous.

At the entrance of an opaque barrier the wave in the insulator is \(C\), with slope \(-\kappa_0C\). For incident and reflected amplitudes \(A\) and \(B\),

\[
A+B=C,\qquad \frac{ip}{m}(A-B)=-\frac{\kappa_0}{m_b}C .
\]

Define \(r_0=(p/m)/(\kappa_0/m_b)\). The second equation gives \(A-B=iC/r_0\), hence \(2A=C(1+i/r_0)\) and \(|C|^2=4|A|^2r_0^2/(1+r_0^2)\).

In a slowly varying barrier the wave decays to \(D=C\sqrt{\kappa_0/\kappa_t}\,e^{-S_b}\) at the exit, with \(S_b=\int_0^t\kappa\,dz\). There it meets a reflected part \(G\) and a transmitted wave \(w\). With \(r_t\) the corresponding ratio for the gate,

\[
D+G=w,\qquad -D+G=ir_tw\quad\Longrightarrow\quad |w|^2=\frac{4|D|^2}{1+r_t^2}.
\]

The flux ratio contains the velocity ratio \(v_{\rm gate}/v_{\rm in}=r_t\kappa_t/(r_0\kappa_0)\). Its factor \(\kappa_t/\kappa_0\) cancels the one from \(|D|^2\), which leaves

\[
T\simeq\frac{16\,r_0r_t}{(1+r_0^2)(1+r_t^2)}\,e^{-2S_b}.
\]

For the linear barrier \(dW=-F_b\,dz\), so

\[
2S_b=\frac{4\sqrt{2m_b}}{3F_b}\left(W_0^{3/2}-W_t^{3/2}\right).
\]

## Numbers for a thin oxide

Take round parameters in the regime of a silicon n-channel transistor at 300 K. The oxide has a barrier of 3.0 eV, mass 0.5 and permittivity 4. The channel has permittivity 12 and two ladders of subbands: ladder 1 with normal mass 0.9, in-plane mass 0.2 and two valleys, and ladder 2 with 0.2, 0.4 and four. The gate band has the same normal mass, and its edge is lowered by the oxide voltage.

Without depletion charge, Gauss's law gives an oxide field \(eN/(4\varepsilon_0)=4.52\) MV/cm. In the channel the field falls from its interface value to zero across the sheet; the triangular model uses half the interface value, \(eN/(24\varepsilon_0)=0.754\) MV/cm.

For a hard wall the levels follow from the zeros of the Airy function. The lowest is \(2.338\,(\hbar^2F^2/2m)^{1/3}\), or 0.145 eV for ladder 1. The finite barrier lowers it to 0.139 eV. Each subband has a constant density of states, \(g_vm_\parallel/(\pi\hbar^2)\) including spin, with \(g_v\) the number of valleys and \(m_\parallel\) the in-plane mass. Integrating this over the Fermi function gives

\[
N_i=\frac{g_vm_\parallel k_BT_{\rm temp}}{\pi\hbar^2}\ln\left[1+e^{(E_F-E_i)/k_BT_{\rm temp}}\right],
\]

and \(\sum N_i=N\) fixes \(E_F=0.171\) eV. The thickness is then adjusted until the model carries 100 A/cm². This gives 1.21 nm and an oxide voltage of 0.548 V. Three subbands matter:

| Subband | Energy (eV) | Share (%) | Lifetime (ns) |
|---|---|---|---|
| Ladder 1, lowest | 0.139 | 64.4 | 47.7 |
| Ladder 1, second | 0.247 | 2.2 | 33.1 |
| Ladder 2, lowest | 0.211 | 33.3 | 6.9 |

The harmonic mean restores the estimate, as the choice of thickness requires:

\[
\frac1\tau\simeq\frac{0.644}{47.7}+\frac{0.022}{33.1}+\frac{0.333}{6.92}
\simeq0.0623\ \mathrm{ns^{-1}},\qquad \tau\simeq16\ \mathrm{ns}.
\]

The lowest subband can be checked by hand. Its attempt rate is \(3.2\times10^{13}\ \mathrm{s^{-1}}\). The barrier stands \(W_0=2.861\) eV above it at the entrance and \(W_t=2.313\) eV at the exit. Since \(r=\sqrt{E_{\rm kin}m_b/(mW)}\), with kinetic energies 0.139 eV in the channel and 0.687 eV in the gate, \(r_0=0.164\) and \(r_t=0.406\). With \(\sqrt{2m_b}/\hbar=3.62\ \mathrm{nm^{-1}eV^{-1/2}}\) the exponent is \(2S_b=14.1\), so

\[
T\simeq0.89\,e^{-14.1}\simeq6.7\times10^{-7}.
\]

The full solution with Airy functions gives \(6.6\times10^{-7}\). The electron makes about 1.5 million attempts per escape.

Ladder 2 holds a third of the electrons but carries 77% of the current. Its lowest subband escapes 6.9 times faster than that of ladder 1. The formulas account for this: the attempt rate is larger by 1.7, the entrance factor \(r_0/(1+r_0^2)\) by 2.3, the exit factor by 1.4 and the exponential by 1.2. The lighter normal mass acts mainly through the attempt rate and the better match of velocities at the interfaces. The level energies, shares and separate lifetimes belong to the triangular well. A self-consistent (Hartree) potential at the same \(N\) and thickness moves the lowest level to about 0.19 eV, \(E_F\) to 0.21 eV, the lowest subband's share to 52% and its lifetime to 31 ns. The overall lifetime changes only to about 15 ns, and ladder 2 still carries about 73% of the current. The dominance of ladder 2 also rests on placing its valleys at zero in-plane wave vector. In silicon these four valleys lie near \(0.85\times2\pi/a\simeq9.8\ \mathrm{nm^{-1}}\) in the plane. If that momentum were strictly conserved into a parabolic oxide band of mass 0.5, their barrier would rise by about 7 eV, their current would vanish, and the lifetime at this thickness would be about four times longer. How far a real oxide relaxes this conservation lies outside the model; \(\tau=eN/J\) at given \(N\) and \(J\) does not depend on it.

Two tests bear on the derivation. A decaying state with only an outgoing wave in the gate has a complex energy, and its probability decays at the rate \(-2\,\mathrm{Im}E/\hbar\). For the six subbands included, \(f_iT_i\) differs from this rate by at most 0.5%. With those rates and a relaxation time of 1 ps between subbands, the mean wait is 16.1 ns; with negligible relaxation it is 33.8 ns. For an electron picked from those present, the same current is thus compatible with two different mean waits, and \(eN/J\) is the one for fast scattering.

## Comparison with a device

A gate 100 nm long and 1000 nm wide covers \(10^4\) electrons and leaks 100 nA. One electron escapes every \(16\ \mathrm{ns}/10^4=1.6\) ps on average.

When a drain voltage drives electrons along the channel at a rough \(10^7\) cm/s, each crosses in about 1 ps. Its chance of leaving through the gate on the way is about \(1\ \mathrm{ps}/16\ \mathrm{ns}=6\times10^{-5}\). Hence 16 ns is an inverse escape rate, not the time spent in the channel. The crossing is no longer than the assumed relaxation time, so here the harmonic mean rests on the steady populations, not on one electron sampling all subbands.

The contacts must also supply the leakage sideways. With both ends grounded and \(N\) nearly uniform, the current per unit width at distance \(x\) from the middle is \(Jx\). For mobility \(\mu\) the lateral field is \(Jx/(eN\mu)\), and the voltage between the middle and an end is

\[
\Delta V=\int_0^{L/2}\frac{Jx}{eN\mu}\,dx=\frac{JL^2}{8eN\mu}=\frac{L^2}{8\mu\tau}.
\]

For \(\mu=200\ \mathrm{cm^2/Vs}\) and \(L=100\) nm this is 4 µV. It reaches the thermal voltage \(k_BT_{\rm temp}/e\) at \(L\simeq8\) µm. In much longer test structures with this leakage, one value of \(N\) no longer describes the whole area.

Some omissions change \(\tau\) even at given \(N\) and \(J\). If 10% of the measured leakage has another origin, the lifetime is \(16.0/0.9=17.8\) ns. Return flow is negligible here: with the gate's Fermi level taken at its band edge, the two Fermi levels differ by \(0.171+0.548=0.72\) eV, and the Boltzmann factor is of order \(10^{-12}\).

Other omissions leave \(eN/J\) alone but change the barrier inferred from it. At fixed \(N\), the following hold in the model:

- An extra 0.1 nm of oxide lengthens the lifetime of the lowest subband 2.9 times. The estimate \(e^{2\kappa\,\Delta t}\), with \(\kappa\) at the gate side, gives 3.0.
- A depletion charge of \(2\times10^{12}\ \mathrm{cm^{-2}}\) strengthens both fields and shortens the lifetime to 10 ns.
- At 400 K more electrons occupy the faster subbands, and the lifetime is 14 ns.
- In-plane momentum, measured from the valley minimum, is taken as conserved, and for ladder 1 the in-plane mass is smaller in the channel than in the oxide. Part of the mean in-plane energy of 37 meV then helps the normal motion, which raises the lowest subband's rate by about 7%.

A high-k insulator changes the lifetime far more. Keep \(N\), the temperature and the capacitance fixed, and replace the oxide by one ideal layer of permittivity 20, barrier 1.5 eV and mass 0.2. It is 6.1 nm thick. Its lifetime is 22 ms and its leakage \(7\times10^{-5}\ \mathrm{A/cm^2}\), about a million times less. For the lowest subband, taken at its old energy, the exponent rises from 14 to 29: the added thickness outweighs the lower barrier and lighter mass.

These parameters are rough values for silicon with silicon oxide and for a hafnium-oxide-like layer. The oxide field is about half a rough breakdown field of 10 MV/cm. Real high-k stacks break the assumption of a single layer, since a thin oxide usually remains next to the silicon. If 0.5 nm of the model oxide remains and the total capacitance is kept, the high-k part shrinks to 3.6 nm. The same exponent formula, applied layer by layer, then gives about 22 instead of 29, which shortens the ideal lifetime by nearly three orders of magnitude. Traps can add further leakage, which this model does not size. The relation \(\tau=eN/J\) survives these changes if \(J\) is the part of the leakage carried by inversion electrons. The numerical output below lists the remaining subbands and inputs.

## Values computed for the example and the checks

```
sheet density: 1.0e+13 cm^-2
gate leakage: 100 A/cm^2
elementary charge: 1.6022e-19 C
sheet charge: 1.602 uC/cm^2
mean escape lifetime: 16.02 ns
escape rate per electron: 6.242e+07 1/s
ladders (normal mass, in-plane mass, valleys): [(0.9, 0.2, 2), (0.2, 0.4, 4)]
oxide: barrier 3.0 eV, mass 0.5 m_e, permittivity 4
high-k: barrier 1.5 eV, mass 0.2 m_e, permittivity 20
channel permittivity: 12
average channel field: 0.754 MV/cm
oxide field: 4.52 MV/cm
rough breakdown field (input): 10 MV/cm
oxide thickness found: 1.211 nm
oxide voltage: 0.548 V
Fermi energy: 0.171 eV
ladder 1 level 1: E 0.139 eV, share 64.416 %, lifetime 47.66 ns
ladder 1 level 2: E 0.247 eV, share 2.160 %, lifetime 33.08 ns
ladder 1 level 3: E 0.336 eV, share 0.071 %, lifetime 24.61 ns
ladder 2 level 1: E 0.211 eV, share 33.319 %, lifetime 6.92 ns
ladder 2 level 2: E 0.391 eV, share 0.035 %, lifetime 4.65 ns
ladder 2 level 3: E 0.538 eV, share 0.000 %, lifetime 3.34 ns
current share of ladder 2: 77.3 %
lowest level attempt rate: 3.165e+13 1/s
lowest level transmission: 6.629e-07
lowest level mean attempts: 1.509e+06
largest rate formula error: 0.48 %
leakage from complex energies: 99.60 A/cm^2
subband scattering time (input): 1 ps
waiting time, fast scattering: 16.09 ns
waiting time, no scattering: 33.79 ns
lifetime factor for +0.1 nm, full: 2.907
lifetime factor for +0.1 nm, simple: 2.994
device: 100 nm long, 1000 nm wide
electrons in device: 10000
device gate current: 100 nA
mean interval between escapes: 1.60 ps
carrier velocity (input): 1e+07 cm/s
channel transit time: 1.00 ps
transit time / escape lifetime: 6.24e-05
mobility (input): 200 cm^2/Vs
lateral voltage drop: 3.90 uV
length for a drop of kT/e: 8.14 um
lifetime if 10 % of J is other leakage: 17.80 ns
bias between Fermi levels: 0.719 V
back-flow fraction, order of size: 8.5e-13
model lifetime with depletion 2e+12 cm^-2: 10.27 ns
model lifetime at 400 K: 13.76 ns
mean in-plane energy: 37.1 meV
lowest level rate factor, in-plane motion: 1.070
high-k thickness, same capacitance: 6.06 nm
ideal high-k lifetime: 2.17e-02 s
ideal high-k leakage: 7.39e-05 A/cm^2
```
